# Choosing the broadening in resonance spectra of disordered spin lattices: a numerical check

```python
# RESULT UNDER TEST
# The driven spectrum of a random-anisotropy spin lattice follows from sparse solves of
#     [A - w G - i alpha w] q = h ,     S(w) = Im(h^dagger q) / N ,
# and the disorder part of its full width at half maximum is the limit alpha -> 0 of
# the width, taken from alphas whose smoothing alpha*w still covers many levels.
# SYMBOLS
#   w      angular frequency / gyromagnetic ratio, in tesla
#   A      transverse stiffness (tesla) about the tilted equilibrium, 2 rows per spin
#   G      i times the quarter turn about each equilibrium moment
#   alpha  Gilbert damping;  h  uniform rotating drive;  q  transverse response
# The film is magnetized along its normal z; its demagnetizing field is taken as local.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, spsolve
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.stats import norm
from scipy.constants import mu_0, hbar, k as k_B, physical_constants

mu_B = physical_constants["Bohr magneton"][0]

# ---- inputs: rough typical values for a thin polycrystalline nickel film ----
Ms = 490e3             # A/m
stiffness = 8e-12      # J/m
K_random = 15e3        # J/m^3
grain = 30e-9          # m
thickness = 3e-9       # m
boundary = 0.3         # exchange across a grain boundary / bulk exchange
g_factor = 2.2
B_applied = 1.1        # T
temperature = 300.0    # K
side, tiles = 16, 16
alphas = np.array([0.01, 0.02, 0.04])

B_demag = mu_0 * Ms
B_K = 2 * K_random / Ms
B_ex = boundary * 2 * stiffness / (Ms * grain**2)
w0 = B_applied - B_demag
GHz_per_T = g_factor * mu_B / hbar / (2 * np.pi) / 1e9
w_grid = w0 + np.linspace(-0.10, 0.12, 41)      # for the sparse solves
w_fine = w0 + np.linspace(-0.10, 0.12, 221)     # for spectra built from levels
z_axis = np.array([0.0, 0.0, 1.0])
b_rot = np.array([1.0, 1.0j, 0.0]) / np.sqrt(2)
rng = np.random.default_rng(7)


def random_axes(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def site_blocks(blocks):
    n, rows, cols = blocks.shape
    return sp.bsr_matrix((blocks, np.arange(n), np.arange(n + 1)),
                         shape=(n * rows, n * cols)).tocsr()


def field_matrix(aniso, axes, exchange, length):
    """Matrix C of the internal field C m: exchange, anisotropy, local demagnetization."""
    eye = np.eye(length)
    ring = sp.csr_matrix(np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0))
    unit = sp.identity(length)
    laplace = sp.kron(unit, ring) + sp.kron(ring, unit) - 4 * sp.identity(length**2)
    local = aniso[:, None, None] * axes[:, :, None] * axes[:, None, :]
    local = local - B_demag * np.outer(z_axis, z_axis)
    return (exchange * sp.kron(laplace, sp.identity(3)) + site_blocks(local)).tocsr()


def linearize(C):
    """Newton search for the equilibrium; returns A, h, moments m and local frames P."""
    n = C.shape[0] // 3
    m = np.tile(z_axis, (n, 1))
    for _ in range(40):
        B = (C @ m.ravel()).reshape(n, 3) + B_applied * z_axis
        e1 = np.array([1.0, 0.0, 0.0]) - m[:, :1] * m
        e1 /= np.linalg.norm(e1, axis=1)[:, None]
        e2 = np.cross(m, e1)
        P = site_blocks(np.stack([e1, e2], axis=2))
        A = (sp.diags(np.repeat(np.sum(m * B, axis=1), 2)) - P.T @ C @ P).tocsc()
        torque = P.T @ B.ravel()
        if np.max(np.abs(torque)) < 1e-13:
            break
        m = m + (P @ spsolve(A, torque)).reshape(n, 3)
        m /= np.linalg.norm(m, axis=1)[:, None]
    assert np.max(np.abs(torque)) < 1e-12
    return A, P.T @ np.tile(b_rot, n), m, P


def turn_matrix(n):
    return sp.kron(sp.identity(n), np.array([[0, -1j], [1j, 0]])).tocsc()


def response(A, h, w, alpha, G):
    M = (A - w * G - 1j * alpha * w * sp.identity(A.shape[0])).tocsc()
    lu = splu(M, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.01,
              options=dict(SymmetricMode=True))
    return lu.solve(h)


balance_error = 0.0


def sparse_spectra(A, h):
    """Absorption per spin for every alpha and grid frequency; tracks the power balance."""
    global balance_error
    n = len(h) // 2
    G = turn_matrix(n)
    S = np.empty((len(alphas), len(w_grid)))
    for a, alpha in enumerate(alphas):
        for f, w in enumerate(w_grid):
            q = response(A, h, w, alpha, G)
            absorbed = np.vdot(h, q).imag
            dissipated = alpha * w * np.vdot(q, q).real
            balance_error = max(balance_error, abs(absorbed / dissipated - 1))
            S[a, f] = absorbed / n
    return S


def full_width(S, grid=w_grid):
    dense = np.linspace(grid[0], grid[-1], 8001)
    y = CubicSpline(grid, S)(dense)
    above = np.flatnonzero(y >= y.max() / 2)
    assert above[0] > 0 and above[-1] < len(dense) - 1
    return dense[above[-1]] - dense[above[0]]


def extrapolate(widths):
    """Value at alpha = 0 of the parabola through the three widths."""
    return np.polyfit(alphas, widths, 2)[-1]


def zero_damping_width(spectra, grid=w_grid):
    return extrapolate([full_width(S, grid) for S in spectra])


def rotating_levels(A, h, extra=None, counter=True):
    """Undamped levels and drive weights of the co-rotating motion; with counter=True
    the counter-rotating motion is eliminated at w0, otherwise it is dropped."""
    n = len(h) // 2
    U = sp.kron(sp.identity(n), np.array([[1.0], [1.0j]]) / np.sqrt(2)).tocsr()
    H = (U.conj().T @ A @ U).toarray()
    drive_plus = U.conj().T @ h
    if counter:
        V = (U.conj().T @ A @ U.conj()).toarray()
        mixing = np.linalg.solve(H.conj() + w0 * np.eye(n), V.conj().T)
        H = H - V @ mixing
        drive_plus = drive_plus - mixing.conj().T @ (U.T @ h)
    if extra is not None:
        H = H + extra
    levels, vectors = np.linalg.eigh(H)
    return levels, np.abs(vectors.conj().T @ drive_plus)**2 / n


def damped_from_levels(levels, weights, grid=w_grid):
    out = []
    for alpha in alphas:
        eta = alpha * grid[:, None]
        out.append((eta / ((levels - grid[:, None])**2 + eta**2)) @ weights)
    return np.array(out)


def spread(levels, weights):
    p = weights / weights.sum()
    mean = p @ levels
    return np.sqrt(p @ (levels - mean)**2)


# ---- test 1: sparse solve against time integration of the nonlinear LLG equation ----
C = field_matrix(np.full(9, B_K), random_axes(9), B_ex, 3)
A, h, m_eq, P = linearize(C)
alpha_t, w_t, drive, steps = 0.1, w0, 1e-5, 64
dt = 2 * np.pi / w_t / steps


def llg_rate(m, t):
    B = (C @ m.ravel()).reshape(-1, 3) + B_applied * z_axis
    B = B + drive * (b_rot * np.exp(-1j * w_t * t)).real
    torque = np.cross(m, B)
    return -(torque + alpha_t * np.cross(m, torque)) / (1 + alpha_t**2)


m, amplitude, periods = m_eq.copy(), np.zeros((9, 3), complex), 32
for s in range(periods * steps):
    t = s * dt
    if s >= (periods - 1) * steps:
        amplitude += 2 * m * np.exp(1j * w_t * t) / steps
    k1 = llg_rate(m, t)
    k2 = llg_rate(m + dt / 2 * k1, t + dt / 2)
    k3 = llg_rate(m + dt / 2 * k2, t + dt / 2)
    k4 = llg_rate(m + dt * k3, t + dt)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
linear = (P @ response(A, h, w_t, alpha_t, turn_matrix(9))).reshape(9, 3) * drive
llg_error = np.max(np.abs(amplitude - linear)) / np.max(np.abs(linear))
assert llg_error < 2e-3

# ---- test 2: known disorder profiles, uncoupled spins ----
count = side**2
sigma_known = 0.015
quantiles = (np.arange(count) + 0.5) / count
A, h, _, _ = linearize(field_matrix(sigma_known * norm.ppf(quantiles),
                                    np.tile(z_axis, (count, 1)), 0.0, side))
gauss_widths = [full_width(S) for S in sparse_spectra(A, h)]
gauss_true = 2 * np.sqrt(2 * np.log(2)) * sigma_known
gauss_found = extrapolate(gauss_widths)
gauss_subtracted = gauss_widths[-1] - 2 * alphas[-1] * w0
assert abs(gauss_found / gauss_true - 1) < 0.04
assert gauss_subtracted < 0.8 * gauss_true

u = (np.arange(4001) + 0.5) / 4001
cauchy_levels = w0 + 0.015 * np.tan(np.pi * (u - 0.5))
cauchy_widths = np.array([full_width(S) for S in
                          damped_from_levels(cauchy_levels, np.full(4001, 1 / 4001))])
assert np.max(np.abs(cauchy_widths / (0.030 + 2 * alphas * w0) - 1)) < 0.02

# ---- the random lattice: sparse spectra and undamped levels of the same tiles ----
offset = np.abs(np.arange(side)[:, None] - np.arange(side)[None, :])
offset = np.minimum(offset, side - offset)
r2 = (np.kron(offset**2, np.ones((side, side)))
      + np.kron(np.ones((side, side)), offset**2)).astype(float)
np.fill_diagonal(r2, np.inf)
dipole = B_demag * thickness / (4 * np.pi * grain) / r2**1.5
dipole_term = (np.diag(dipole.sum(axis=1)) - dipole) / 2   # co-rotating part

tile_spectra, plain, dropped, doubled, dipolar, tilt2 = [], [], [], [], [], []
first_tile = None
for _ in range(tiles):
    axes = random_axes(count)
    A, h, m, _ = linearize(field_matrix(np.full(count, B_K), axes, B_ex, side))
    if first_tile is None:
        first_tile = (A, h, m, axes)
    tilt2.append(np.mean(m[:, 0]**2 + m[:, 1]**2))
    tile_spectra.append(sparse_spectra(A, h))
    plain.append(rotating_levels(A, h))
    dropped.append(rotating_levels(A, h, counter=False))
    dipolar.append(rotating_levels(A, h, dipole_term))
    A2, h2, _, _ = linearize(field_matrix(np.full(count, B_K), axes, 2 * B_ex, side))
    doubled.append(rotating_levels(A2, h2))
tile_spectra = np.array(tile_spectra)
mean_spectra = tile_spectra.mean(axis=0)
assert balance_error < 1e-7      # all absorbed power leaves through Gilbert damping


def pool(parts):
    return (np.concatenate([p[0] for p in parts]),
            np.concatenate([p[1] for p in parts]) / len(parts))


levels, weights = pool(plain)
widths = np.array([full_width(S) for S in mean_spectra])
disorder = extrapolate(widths)
left_out = np.array([zero_damping_width(np.delete(tile_spectra, i, axis=0).mean(axis=0))
                     for i in range(tiles)])
sampling = np.sqrt((tiles - 1) / tiles * np.sum((left_out - left_out.mean())**2))


# ---- test 3: damping acts as an imaginary part of the frequency ----
def worst_difference(parts):
    S = damped_from_levels(*pool(parts))
    return np.max(np.abs(S - mean_spectra) / mean_spectra.max(axis=1)[:, None])


level_error, dropped_error = worst_difference(plain), worst_difference(dropped)
assert level_error < 0.02


# ---- test 4: disorder width from undamped levels with Gaussian smoothing ----
def gaussian_width(s):
    kernel = np.exp(-(levels - w_fine[:, None])**2 / (2 * s**2))
    return full_width(kernel @ weights, w_fine)


reference = (4 * gaussian_width(0.004) - gaussian_width(0.008)) / 3
# The finite number of levels leaves ripples that move half-height points: wide tolerance.
assert abs(disorder / reference - 1) < 0.25

# ---- test 5: one finite tile, exact undamped modes, and the collapse of its width ----
A, h, m, axes = first_tile
G = turn_matrix(count)
inverse_w, modes = eigh(G.toarray(), A.toarray().astype(complex))
overlap = np.abs(modes.conj().T @ h)**2
signed_weight = overlap / inverse_w / count
assert abs(signed_weight.sum() - m[:, 2].mean()) < 1e-8
best = np.argmax(signed_weight)
w_best = 1 / inverse_w[best]
ellipticity = np.vdot(modes[:, best], modes[:, best]).real / inverse_w[best]
tiny = 1e-6
top = np.vdot(h, response(A, h, w_best, tiny, G)).imag
flank = np.vdot(h, response(A, h, w_best * (1 + tiny * ellipticity), tiny, G)).imag
assert ellipticity >= 1 and abs(flank / top - 0.5) < 0.02

# ---- test 6: exchange narrows the half-height width but not the standard deviation ----
def fine_width(parts):
    return zero_damping_width(damped_from_levels(*pool(parts), w_fine), w_fine)


width_plain, width_doubled, width_dipolar = map(fine_width, (plain, doubled, dipolar))
std_plain, std_doubled = spread(levels, weights), spread(*pool(doubled))
# Equilibrium tilt corrects the leading-order law by a relative amount of order B_K/w0.
assert abs(std_plain / (B_K / np.sqrt(5)) - 1) < B_K / w0
assert abs(std_doubled / std_plain - 1) < 0.03
assert width_doubled < 0.9 * width_plain
# Ten times weaker anisotropy: the law must hold closely for the axes of this tile.
A, h, _, _ = linearize(field_matrix(np.full(count, B_K / 10), axes, B_ex, side))
std_weak = spread(*rotating_levels(A, h))
std_weak_law = B_K / 10 * np.std((3 * axes[:, 2]**2 - 1) / 2)
assert abs(std_weak / std_weak_law - 1) < 0.02

# ---- sizes of neglected effects and of the smoothing window ----
moment = Ms * grain**2 * thickness
thermal_tilt = np.sqrt(2 * k_B * temperature / (moment * w0))
internal_gap = 2 * stiffness / Ms * (np.pi / grain)**2
peak = w_grid[np.argmax(mean_spectra[0])]
covered = np.sum(np.abs(levels - peak) < alphas[0] * peak)

mT = 1e3
print(f"magnetization                         {Ms/1e3:.0f} kA/m")
print(f"exchange stiffness                    {stiffness*1e12:.1f} pJ/m")
print(f"random anisotropy                     {K_random/1e3:.1f} kJ/m^3")
print(f"grain width, film thickness           {grain*1e9:.0f} nm, {thickness*1e9:.0f} nm")
print(f"boundary exchange factor, g           {boundary:.2f}, {g_factor:.2f}")
print(f"applied field                         {B_applied:.3f} T")
print(f"demagnetizing field mu0 Ms            {B_demag:.4f} T")
print(f"clean resonance w0                    {w0:.4f} T = {w0*GHz_per_T:.2f} GHz")
print(f"frequency per field                   {GHz_per_T:.2f} GHz/T")
print(f"anisotropy field B_K                  {B_K*mT:.2f} mT")
print(f"exchange field per neighbour          {B_ex*mT:.2f} mT")
print(f"tiles, spins per tile                 {tiles}, {count}")
print(f"rms equilibrium tilt                  {np.degrees(np.sqrt(np.mean(tilt2))):.2f} deg")
print(f"LLG time integration, rel. difference {llg_error:.1e}")
print(f"power balance, largest rel. error     {balance_error:.1e}")
print(f"Gaussian test: true width             {gauss_true*mT:.2f} mT")
print(f"Gaussian test: extrapolated width     {gauss_found*mT:.2f} mT")
print(f"Gaussian test: width minus 2 alpha w0 {gauss_subtracted*mT:.2f} mT")
for a, alpha in enumerate(alphas):
    print(f"alpha {alpha:.2f}: width, 2 alpha w0        "
          f"{widths[a]*mT:.2f} mT, {2*alpha*w0*mT:.2f} mT")
    print(f"alpha {alpha:.2f}: Lorentzian test width    {cauchy_widths[a]*mT:.2f} mT")
print(f"peak at smallest alpha (grid point)   {peak:.4f} T")
print(f"levels within alpha w of that peak    {covered}")
print(f"extrapolated disorder width           {disorder*mT:.1f} mT = "
      f"{disorder*GHz_per_T:.2f} GHz")
print(f"its sampling error                    {sampling*mT:.1f} mT")
print(f"disorder width from undamped levels   {reference*mT:.1f} mT")
print(f"width(0.04) minus 2 alpha w0          {(widths[-1]-2*alphas[-1]*w0)*mT:.1f} mT")
print(f"spectra from levels, largest error    {100*level_error:.2f} % of peak")
print(f"same, counter-rotating part dropped   {100*dropped_error:.2f} % of peak")
print(f"one tile: strongest mode              {w_best:.5f} T")
print(f"one tile: its ellipticity factor      {ellipticity:.5f}")
print(f"one tile: its width at alpha 1e-6     {2*tiny*ellipticity*w_best*1e6:.3f} uT")
print(f"one tile: flank/top absorption        {flank/top:.4f}")
print(f"standard deviation, B_K/sqrt(5)       {std_plain*mT:.2f} mT, "
      f"{B_K/np.sqrt(5)*mT:.2f} mT")
print(f"standard deviation, exchange doubled  {std_doubled*mT:.2f} mT")
print(f"weak anisotropy: deviation, its law   {std_weak*mT:.3f} mT, "
      f"{std_weak_law*mT:.3f} mT")
print(f"disorder width (levels, same fit)     {width_plain*mT:.1f} mT")
print(f"same, exchange doubled                {width_doubled*mT:.1f} mT")
print(f"same, point-dipole coupling added     {width_dipolar*mT:.1f} mT")
print(f"thermal rms tilt of a free grain      {np.degrees(thermal_tilt):.1f} deg at "
      f"{temperature:.0f} K")
print(f"gap to non-uniform modes in a grain   {internal_gap*mT:.0f} mT")
print("all assertions hold")
```

Running it gives:

```
magnetization                         490 kA/m
exchange stiffness                    8.0 pJ/m
random anisotropy                     15.0 kJ/m^3
grain width, film thickness           30 nm, 3 nm
boundary exchange factor, g           0.30, 2.20
applied field                         1.100 T
demagnetizing field mu0 Ms            0.6158 T
clean resonance w0                    0.4842 T = 14.91 GHz
frequency per field                   30.79 GHz/T
anisotropy field B_K                  61.22 mT
exchange field per neighbour          10.88 mT
tiles, spins per tile                 16, 256
rms equilibrium tilt                  2.48 deg
LLG time integration, rel. difference 8.8e-06
power balance, largest rel. error     6.7e-16
Gaussian test: true width             35.32 mT
Gaussian test: extrapolated width     35.21 mT
Gaussian test: width minus 2 alpha w0 21.57 mT
alpha 0.01: width, 2 alpha w0        16.17 mT, 9.68 mT
alpha 0.01: Lorentzian test width    39.68 mT
alpha 0.02: width, 2 alpha w0        25.66 mT, 19.37 mT
alpha 0.02: Lorentzian test width    49.34 mT
alpha 0.04: width, 2 alpha w0        47.27 mT, 38.74 mT
alpha 0.04: Lorentzian test width    68.61 mT
peak at smallest alpha (grid point)   0.4722 T
levels within alpha w of that peak    182
extrapolated disorder width           7.6 mT = 0.23 GHz
its sampling error                    1.1 mT
disorder width from undamped levels   9.9 mT
width(0.04) minus 2 alpha w0          8.5 mT
spectra from levels, largest error    0.14 % of peak
same, counter-rotating part dropped   8.70 % of peak
one tile: strongest mode              0.46835 T
one tile: its ellipticity factor      1.00171
one tile: its width at alpha 1e-6     0.938 uT
one tile: flank/top absorption        0.5000
standard deviation, B_K/sqrt(5)       28.66 mT, 27.38 mT
standard deviation, exchange doubled  28.57 mT
weak anisotropy: deviation, its law   2.771 mT, 2.758 mT
disorder width (levels, same fit)     6.2 mT
same, exchange doubled                3.9 mT
same, point-dipole coupling added     1.5 mT
thermal rms tilt of a free grain      6.5 deg at 300 K
gap to non-uniform modes in a grain   358 mT
all assertions hold
```
